# Count variance of a non-paralysable detector with dead time

Pulses arrive at random at a constant true rate \(r\). A detector that is ready at time zero registers the first of them and is then blind for a time \(\tau\). Let it count for a window \(T\) no longer than \(\tau\). It can register at most one pulse, so the count \(N\) is either 0 or 1. The probability of no arrival is \(e^{-rT}\), and therefore

\[
E N=1-e^{-rT},\qquad \operatorname{Var}N=E N\,(1-E N),\qquad
\frac{\operatorname{Var}N}{E N}=e^{-rT}.
\]

Without dead time the count would be Poisson distributed, with variance equal to mean. The blind interval has made the count more regular, because a registration rules out another one soon after it. In a long window this happens again and again, and the ratio settles at a value that depends on the product \(x=r\tau\):

\[
F\equiv\frac{\operatorname{Var}N}{E N}\;\longrightarrow\;\frac{1}{(1+x)^2}
\qquad (T\to\infty).
\]

The assumptions are these. Arrivals form a Poisson process: numbers in separate time intervals are independent, and the wait for the next arrival is exponential with mean \(1/r\), whatever happened before. Each registered pulse starts a dead time of fixed length \(\tau>0\). Pulses arriving within it are lost and do not prolong it, which is the meaning of non-paralysable. The variance refers to many repeated windows of length \(T\) at the same \(r\), each begun with the detector live.

Let \(E_1\) be the wait for the first registration, and \(E_{k}\), for \(k\ge2\), the wait from the end of dead time \(k-1\) to registration \(k\). Since the arrival process has no memory, these live waits are independent and exponential. Their mean is \(1/r\) and their mean square is \(2/r^2\), so their variance is \(2/r^2-1/r^2=1/r^2\). Registration \(n\) is preceded by \(n\) live waits and \(n-1\) dead times, and occurs at

\[
S_n=\sum_{k=1}^{n}E_k+(n-1)\tau .
\]

This is a renewal process: after the first registration, successive intervals are independent copies of \(\tau+E\), with mean and variance

\[
\mu=\tau+\frac1r=\frac{1+x}{r},\qquad \sigma^2=\frac1{r^2}.
\]

The dead time lengthens the interval without adding to its variance. A rough argument already gives the answer. After \(n\) intervals the elapsed time is uncertain by \(\sigma\sqrt n\). At a fixed time this becomes an uncertainty of \(\sigma\sqrt n/\mu\) in the count, so the variance divided by \(n\) is \(\sigma^2/\mu^2=1/(1+x)^2\). The gap in this argument is that it fixes \(n\) and lets the time vary, whereas the experiment fixes \(T\) and lets \(N\) vary. The proof must deal with a sum whose number of terms is itself random.

Consider the first registration after the window closes, number \(N+1\). The statement \(N+1\ge k\) means that registration \(k-1\) took place by time \(T\). It is therefore decided by \(E_1,\ldots,E_{k-1}\) and is independent of \(E_k\). For \(k=1\) it is certainly true. Let \(I_k\) equal 1 if \(N+1\ge k\) and 0 otherwise, and write \(\xi_k=E_k-1/r\) for the centred waits. Define

\[
W=\sum_{k=1}^{N+1}\xi_k=\sum_{k\ge1}\xi_k I_k .
\]

The last sum has a bounded number of terms, because registrations are at least \(\tau\) apart and so \(N\le 1+T/\tau\). Expectations may be taken term by term. Independence of \(\xi_k\) and \(I_k\) gives

\[
E W=\sum_k E\xi_k\,E I_k=0 .
\]

For the square, \(I_k^2=I_k\), and for \(j<k\) we have \(I_jI_k=I_k\), since \(N+1\ge k\) implies \(N+1\ge j\). Hence

\[
E W^2=\sum_k E(\xi_k^2 I_k)+2\sum_{j<k}E(\xi_j I_k\,\xi_k).
\]

In the second sum \(\xi_jI_k\) depends on waits before number \(k\), so it is independent of \(\xi_k\), whose mean is zero. Every cross term vanishes. In the first sum the factors are independent, and \(\sum_k I_k=N+1\). Thus

\[
\operatorname{Var}W=\frac1{r^2}\sum_kE I_k=\frac{E N+1}{r^2}.
\]

These two results are Wald's identities for the present process.

Now look at the detector at time \(T\). Let \(D\) be the dead time still to run, with \(D=0\) if the detector is live. Clearly \(0\le D\le\tau\). Arrivals before \(T+D\) are ignored, and from then on the wait for the next arrival is a fresh exponential \(E'\) of mean \(1/r\), independent of everything up to \(T\). The next registration is therefore at

\[
S_{N+1}=T+D+E'.
\]

The same instant, written as a sum of live waits and dead times, is

\[
S_{N+1}=\sum_{k=1}^{N+1}E_k+N\tau
=W+\frac{N+1}{r}+N\tau
=W+\mu N+\frac1r .
\]

Equating the two expressions and solving for \(\mu N\) gives

\[
\mu N=T+D-V,\qquad V=W-\left(E'-\frac1r\right).
\]

The quantity \(V=T+D-\mu N\) is fixed by the history up to \(T\), since \(D\) and \(N\) are. It is therefore independent of \(E'\). Taking the mean and variance of \(W=V+(E'-1/r)\), we find \(E V=0\) and

\[
\frac{E N+1}{r^2}=\operatorname{Var}V+\frac1{r^2},
\qquad\text{so}\qquad \operatorname{Var}V=\frac{E N}{r^2}.
\]

This holds for every window, however short.

The meaning of \(V\) shows why the count is regular. The dead time spent inside the window is \(N\tau-D\), so the live time is \(L=T-N\tau+D\). With \(\mu=\tau+1/r\) this gives \(V=L-N/r\), or \(N-rL=-rV\). The count thus departs from \(r\) times the live time with variance \(E N\), as a Poisson count would. But the live time is not fixed: each additional count takes away \(\tau\) of it. Multiplying \(\mu N=T+D-V\) by \(r\) displays this feedback:

\[
(1+x)N=r(T+D)-rV .
\]

A fluctuation of size \(\sqrt{E N}\) on the right appears in \(N\) divided by \(1+x\). Squaring that factor gives the stated ratio, apart from the effect of \(D\), which is bounded.

The mean follows at once from \(E V=0\):

\[
E N=\frac{T+E D}{\mu}.
\]

It lies between \(T/\mu\) and \((T+\tau)/\mu\), and grows without limit with \(T\). For the variance, use the triangle inequality for standard deviations, \(|\operatorname{sd}(A+B)-\operatorname{sd}(A)|\le\operatorname{sd}(B)\), which follows from the Cauchy–Schwarz inequality for the covariance. Put \(A=-V\) and \(B=D\). The variance of \(D\) is no greater than its mean square distance from \(\tau/2\), hence no greater than \(\tau^2/4\). Therefore

\[
\left|\mu\operatorname{sd}(N)-\frac{\sqrt{E N}}r\right|\le\frac\tau2 .
\]

Divide by \(\mu\sqrt{E N}\). Since \(1/(r\mu)=1/(1+x)\) and \(\tau/\mu=x/(1+x)\),

\[
\left|\sqrt F-\frac1{1+x}\right|
\le\frac{x}{2(1+x)\sqrt{E N}} .
\]

The right side tends to zero, which proves the limit. A detector that begins a full dead time at time zero behaves as a live one with window \(T-\tau\), so its limit is the same.

The bound also says what a long window is. Relative to the limiting value \(1/(1+x)\), the error in \(\sqrt F\) is at most \(x/(2\sqrt{E N})\). It is small when \(\sqrt{E N}/r\gg\tau/2\), that is, when the accumulated random waiting is large compared with half a dead time. At small \(x\) the limit is \(F\simeq1-2x\), close to Poisson counting. At large \(x\) it is \(F\simeq1/x^2\): the detector fires almost as soon as it recovers and acts as a clock of period near \(\tau\), and many counts are then needed before the limit applies.

In practice the observed rate is known and the true rate is sought. In a long window the observed rate is

\[
m=\frac1\mu=\frac r{1+x},\qquad 1-m\tau=\frac1{1+x},
\]

so \(F=(1-m\tau)^2\), the square of the live fraction. Solving for \(r\) gives the corrected rate

\[
\hat r=\frac{N}{T-N\tau},\qquad
\frac{d\hat r}{dN}=\frac{T}{(T-N\tau)^2},\qquad
\frac{d\ln\hat r}{d\ln N}=\frac{T}{T-N\tau}.
\]

At \(N=mT\) the last expression equals \(1+x\). The correction magnifies relative errors of the count by this factor. The relative standard deviation of the count itself is \(\sqrt F/\sqrt{E N}=1/[(1+x)\sqrt{E N}]\). To leading order, for a mean count large compared with both 1 and \(x^2\), the two factors cancel:

\[
\frac{\operatorname{sd}(\hat r)}r\simeq\frac1{\sqrt{E N}} .
\]

Taking \(N\) as Poisson before making the correction would give \((1+x)/\sqrt{E N}\), too large by the factor \(1+x\). Dead time still costs precision. At fixed \(r\) and \(T\), substitution of \(E N\simeq rT/(1+x)\) gives \(\sqrt{(1+x)/(rT)}\), which increases with \(\tau\).

Take as an example the thickness of a metal film measured by X-ray fluorescence, with a crystal selecting one line of the metal. Let the thickness be 50 nm, the true line rate \(4\times10^5\ \mathrm{s^{-1}}\), the dead time 0.5 µs and the window 0.1 s. The thickness is taken as proportional to the true rate, with a constant known from calibration at low rate. Then

\[
x=(4\times10^5)(0.5\times10^{-6})=0.2,\qquad
m=\frac{4\times10^5}{1.2}=3.333\times10^5\ \mathrm{s^{-1}},
\]

and the mean count is about 33333. The limiting ratio is \(1/1.2^2=0.6944\), which gives a variance of \(33333/1.44\simeq23148\) and a standard deviation of 152 counts. A Poisson count of the same mean would have 183.

For a finite window the distribution can be summed directly. The event \(N\ge n\) means that \(n\) live waits fit into the time \(T-(n-1)\tau\), or equally that a Poisson process has at least \(n\) arrivals in that time. With \(a_n=r[T-(n-1)\tau]\),

\[
P(N\ge n)=1-e^{-a_n}\sum_{j=0}^{n-1}\frac{a_n^j}{j!}
\quad(a_n>0),
\]

and the probability is zero otherwise. The moments follow from \(E N=\sum_{n\ge1}P(N\ge n)\) and \(E N^2=\sum_{n\ge1}(2n-1)P(N\ge n)\). Numerical evaluation gives \(F=0.8187\) for a window of 0.5 µs, which is the value \(e^{-0.2}\) of the opening case. Windows of 5, 50 and 500 µs give 0.7067, 0.6957 and 0.6946. At 0.1 s the ratio agrees with the limit to within about \(10^{-6}\), whereas the bound guarantees agreement of the square roots to \(4.6\times10^{-4}\).

The excess over the limit falls about tenfold for each tenfold increase of the window, faster than the bound requires. Taking the variance of \(\mu N=T+D-V\) and dividing by \(\mu^2E N\) gives the excess exactly:

\[
F-\frac1{(1+x)^2}=\frac{\operatorname{Var}D-2\operatorname{Cov}(V,D)}{\mu^2\,E N}.
\]

The figures above correspond to a numerator that stays nearly constant, so that the excess falls as \(1/E N\). The bound allows for a covariance that grows as \(\sqrt{E N}\). The mean shows the end effect more simply. In the 5 µs window it is 1.6806, while \(T/\mu=5/3=1.6667\). Once registrations have settled to the uniform rate \(1/\mu\), one that occurred a time \(u<\tau\) before the end leaves \(\tau-u\) to run, so

\[
E D=\frac1\mu\int_0^\tau(\tau-u)\,du=\frac{\tau^2}{2\mu},\qquad
\frac{E D}{\mu}=\frac{x^2}{2(1+x)^2}=0.0139 ,
\]

which accounts for the difference.

The relative standard deviation of the corrected rate is \(1/\sqrt{33333}=0.548\%\), or 0.27 nm of film. The Poisson assumption would give \(1.2\times0.548\%=0.657\%\), or 0.33 nm. These figures describe counting statistics in the model and leave out the effects that follow.

The largest of those given a size here comes from the type of dead time. In a paralysable detector every arrival, registered or not, starts a new dead time. A pulse is then registered if no other arrived in the preceding \(\tau\), so the observed rate is \(m_p=re^{-x}\). Two registrations cannot be closer than \(\tau\). At greater separation their two required empty intervals do not overlap, and the density of pairs is \(m_p^2\). For a detector already running when the window opens, and a window \(T\ge\tau\), counting pairs at separation \(u\) gives

\[
E[N(N-1)]=2m_p^2\int_\tau^T(T-u)\,du=m_p^2(T-\tau)^2 .
\]

Adding \(E N=m_pT\) and subtracting \((m_pT)^2\),

\[
\operatorname{Var}N=m_pT-2m_p^2T\tau+m_p^2\tau^2,\qquad
F\to1-2m_p\tau=1-2xe^{-x}.
\]

At \(x=0.2\) this is 0.6725, only 3% below the non-paralysable value. To first order in \(x\) both ratios are \(1-2x\), so at low load the variance hardly distinguishes the two types. At high load they separate: the paralysable ratio returns to 1, because the few surviving counts are nearly independent. The mean matters more here. If the detector is paralysable but its count is corrected by the non-paralysable formula,

\[
\frac{\hat r}{r}=\frac{e^{-0.2}}{1-0.2\,e^{-0.2}}
=\frac{0.8187}{0.8363}=0.979 .
\]

The film appears 1.05 nm too thin, nearly four times the counting uncertainty, and a longer window does not reduce this error.

Three further errors have assumed sizes. If the dead time used in the correction is 2% too large, \(1-m\tau\) becomes 0.8300 instead of 0.8333, and the thickness comes out 0.20 nm too large. If the rate is steady within each window but varies between windows with relative standard deviation \(\varepsilon\), the mean count varies by \(\varepsilon E N/(1+x)\), because \(d\ln E N/d\ln r=1/(1+x)\). The square of this adds to the variance. Relative to \(E N/(1+x)^2\) the addition is \(\varepsilon^2E N\), which is 3.3% for \(\varepsilon=0.1\%\). At fixed \(\varepsilon\) it equals the counting variance when \(E N=10^6\), after about 3 s. The long-window limit therefore needs a source steadier than the counting precision sought. Finally, if the film absorbs its own signal over an effective length of 5 µm, the signal is proportional to \(\Lambda(1-e^{-d/\Lambda})\simeq d-d^2/(2\Lambda)\), where \(d\) is the thickness and \(\Lambda\) that length. Reading it as proportional to \(d\) loses 0.25 nm. This loss scales as \(1/\Lambda\), and \(\Lambda\) depends on the metal, the line, the exciting energy and the angles. For heavy metals or soft lines it can be 2 µm or much less, and below about 1.2 µm self-absorption exceeds the paralysable error found above.

Variation of the dead time itself matters less. Let successive dead times be independent, between fixed positive limits, with mean \(\tau\) and standard deviation \(s\). The interval variance becomes \(1/r^2+s^2\). The argument with Wald's identities carries over to the centred intervals, whose sum now has variance \(1/r^2+(1/r^2+s^2)E N\). The time from \(T\) to the next registration still has a bounded standard deviation, so it drops out of the limit, and

\[
F\to\frac{1/r^2+s^2}{\mu^2}=\frac{1+r^2s^2}{(1+x)^2}.
\]

For \(s=0.1\tau\), \(r^2s^2=0.02^2\), a change of 0.04%.

The dead time and the line rate in this example are assumed values; for a given instrument and film both have to be measured. Real counting chains may depart from the rule that lost pulses have no effect, and may behave in a way between the two ideal types. For the numbers above, the fully paralysable case moves the inferred thickness by about 1 nm. The statistical uncertainty of 0.27 nm can therefore stand as the main uncertainty only if the dead-time behaviour has been established separately at the rate of use, and if the errors from self-absorption, calibration and background pulses, the last two of which are left out here, have also been brought well below it.

Numbers in the example were calculated in double precision.
